\section*{The ballistic floor of contact resistivity and its dependence on valley number}

\section*{Question}

A metal touches a heavily doped semiconductor over a plane that reflects no electrons. The semiconductor holds $10^{20}$ conduction electrons per cubic centimetre in one isotropic valley. How large is the remaining contact resistivity, and how does it change if the same electrons are shared among several equal valleys?

\section*{Answer}

\subsection*{What resistance is left when nothing reflects}

A perfect plane still has a resistance because the semiconductor can bring only a limited number of electrons per second to it. Let the current flow along $z$, and let each side be fed by a large reservoir in equilibrium. The voltage $V$ is the difference of the two reservoir electrochemical potentials divided by the elementary charge $q$. The resistivity $\rho_B$ is $V$ divided by the current density $J$, both taken as positive magnitudes. This choice of voltage matters, and a second choice is treated below.

The metal is assumed to offer a state to every electron that arrives, with its in-plane wavevector conserved. The transmission is then one for each semiconductor state moving towards the plane, and the reverse flow from the metal fills the matching outgoing states. With $g$ equal valleys and two spin directions,
\begin{equation}
J=q\,\frac{2g}{(2\pi)^3}\int_{v_z>0}d^3k\;v_z\,(f_1-f_2).
\end{equation}
Here $f_1$ and $f_2$ are the Fermi functions of the two reservoirs, and $\mathbf k$ is measured from the valley centre. For small $V$, $f_1-f_2=(-\partial f/\partial E)\,qV$, so
\begin{equation}
\frac{1}{\rho_B}=\frac{J}{V}=q^2\,\frac{2g}{(2\pi)^3}\int d^2k_\parallel\int_{v_z>0}dk_z\,v_z\left(-\frac{\partial f}{\partial E}\right).
\end{equation}

The velocity is $v_z=\hbar^{-1}\partial E/\partial k_z$. At fixed in-plane wavevector $\mathbf k_\parallel$, therefore, $v_z\,dk_z=dE/\hbar$. Let the energy rise steadily along the forward branch from its minimum $E_{\min}(\mathbf k_\parallel)$. The inner integral becomes
\begin{equation}
\frac1\hbar\int_{E_{\min}}^{\infty}dE\left(-\frac{\partial f}{\partial E}\right)=\frac{f(E_{\min})}{\hbar},
\end{equation}
because $f$ vanishes at high energy. With $\hbar=h/2\pi$, the prefactor is $2gq^2/[(2\pi)^3\hbar]=(2q^2/h)\,g/(2\pi)^2$, and
\begin{equation}
\frac1{\rho_B}=\frac{2q^2}{h}\,M,\qquad
M=g\int\frac{d^2k_\parallel}{(2\pi)^2}\,f\big(E_{\min}(\mathbf k_\parallel)\big).
\label{eq:modes}
\end{equation}
$M$ is the number of conducting modes per area, with spin counted in the factor $2q^2/h$. At zero temperature $f$ is one inside the shadow that the Fermi surface casts on the contact plane and zero outside. Each valley thus contributes its shadow area divided by $4\pi^2$.

If the plane transmits each mode with probability at most one, the conductance cannot exceed this value. In this reservoir-to-reservoir sense $\rho_B$ is a floor.

\subsection*{From the shadow to the density}

For an isotropic valley the Fermi surface is a sphere of radius $k_F$, its shadow has area $\pi k_F^2$, and $M=gk_F^2/(4\pi)$. The density counts the filled volume:
\begin{equation}
n=\frac{2g}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{gk_F^3}{3\pi^2}
\quad\Rightarrow\quad
k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3}.
\end{equation}
Inserting $k_F$ gives
\begin{equation}
M=\frac{g}{4\pi}\left(\frac{3\pi^2n}{g}\right)^{2/3}
=\frac{(3\pi^2n)^{2/3}}{4\pi}\,g^{1/3},
\end{equation}
and hence
\begin{equation}
\rho_B=\frac{h}{2q^2M}=\frac{2\pi h}{q^2}\,(3\pi^2n)^{-2/3}\,g^{-1/3}.
\label{eq:floor}
\end{equation}

The cube root comes from two opposing changes. Dividing the electrons among $g$ valleys reduces each shadow by $g^{2/3}$, while the number of shadows rises by $g$. The net gain is $g^{1/3}$.

The effective mass has disappeared. A heavier valley has slower electrons but more states per energy interval, and the two effects cancel in $v_z\,dk_z=dE/\hbar$. Isotropic nonparabolicity drops out for the same reason, since it leaves the Fermi sphere unchanged at fixed density. Both statements belong to zero temperature and full transmission.

\subsection*{The size for one valley}

At $n=10^{20}$ cm$^{-3}=0.1$ nm$^{-3}$ and $g=1$,
\begin{align}
k_F&=(3\pi^2\times0.1)^{1/3}\ \text{nm}^{-1}=1.436\ \text{nm}^{-1},\\
M&=\frac{(1.436)^2}{4\pi}\ \text{nm}^{-2}=0.1641\ \text{nm}^{-2}.
\end{align}
Since $2q^2/h=77.48\ \mu$S,
\begin{equation}
\rho_B=\frac{1}{(77.48\times10^{-6})(0.1641)}\ \Omega\,\text{nm}^2
=7.87\times10^{-10}\ \Omega\,\text{cm}^2,
\end{equation}
where $1$ nm$^2=10^{-14}$ cm$^2$. The estimate is therefore $8\times10^{-10}\ \Omega\,$cm$^2$.

A square contact of side 20 nm has an area of $4\times10^{-12}$ cm$^2$. It carries about $0.1641\times400=65.6$ modes and has a resistance of 197 $\Omega$. With six isotropic valleys at the same density the resistance is 108 $\Omega$. The fractional mode number is an area average, and corrections from the contact edge are left out. Their size depends on what is held fixed. Suppose the electrons are confined to a square wire of the same side with hard walls. At the same mean density, counting its modes at zero temperature gives about 202 $\Omega$ for one valley and 113 $\Omega$ for six, a few per cent above the area values. If the Fermi level is instead held at its bulk value, the wire holds 16 to 29 per cent fewer electrons, and the count gives about 230 $\Omega$ and 143 $\Omega$.

The scaling can be tested without the continuous formula for a sphere. Electrons were placed in the lowest states of a periodic cube of side 300 nm, and the distinct occupied in-plane wavevectors were counted. The results at $10^{20}$ cm$^{-3}$ are:
\begin{center}
\begin{tabular}{ccc}
valleys & formula & count\\
 & \multicolumn{2}{c}{($10^{-10}\ \Omega\,$cm$^2$)}\\
1 & 7.87 & 7.87\\
2 & 6.24 & 6.24\\
3 & 5.45 & 5.43\\
6 & 4.33 & 4.32
\end{tabular}
\end{center}
Between one and six valleys the counted exponent is $-0.334$. For one valley, counts at $5\times10^{19}$ and $10^{20}$ cm$^{-3}$ give a density exponent of $-0.666$.

These powers show which change is effective. Halving the zero-temperature floor at fixed density takes eight times as many valleys. Halving it at fixed valley number takes a density higher by $2^{3/2}\approx2.8$.

\subsection*{Why a long sample can show a smaller contact term}

Contact resistance is often found by measuring samples of several lengths and extrapolating the total resistance to zero length. This does not give $\rho_B$ for each contact. The difference can be calculated for a slab between two ideal contacts, with isotropic elastic scattering and mean free path $\lambda$.

Let $c=\cos\theta$ give the direction of motion relative to $z$, and let $F(z,c)$ be the excess occupation, scaled to one in the left reservoir and zero in the right. Scattering drives $F$ towards its angular average $\bar F$:
\begin{equation}
c\lambda\frac{\partial F}{\partial z}=\bar F-F.
\end{equation}
Far from the contacts this has the solution
\begin{equation}
\bar F=a-bz,\qquad F=a-bz+b\lambda c.
\end{equation}
Indeed, both sides of the transport equation then equal $-b\lambda c$. The net flux is proportional to
\begin{equation}
\int_{-1}^{1}c\,F\,dc=b\lambda\int_{-1}^{1}c^2dc=\frac{2b\lambda}{3}.
\end{equation}
The flux injected by the left contact is, in the same units, $\int_0^1c\,dc=1/2$. The transmission of the slab is their ratio, $4b\lambda/3$.

Near a contact the profile is not linear. The effect on a long slab is that the linear part reaches the reservoir value at a distance $z_0\lambda$ outside the slab. The slope is thus $b=1/(L+2z_0\lambda)$. If $R_B$ is the ballistic resistance of the same cross-section, then
\begin{equation}
\frac{R}{R_B}=\frac{3}{4b\lambda}=\frac34\left(\frac L\lambda+2z_0\right).
\end{equation}
The part that remains at $L=0$ on this line is $3z_0/2$, or $3z_0/4$ per contact.

A simple estimate of $z_0$ uses the linear solution right up to the left contact at $z=0$ and matches only the forward flux:
\begin{equation}
\int_0^1c\,(a+b\lambda c)\,dc=\frac a2+\frac{b\lambda}{3}=\frac12
\quad\Rightarrow\quad a=1-\frac{2b\lambda}{3}.
\end{equation}
The missing height $1-a$ divided by the slope $b$ is $2\lambda/3$, so $z_0=2/3$, and each contact receives $R_B/2$. Solving the full boundary problem, known as the Milne problem, gives $z_0=0.7104$ and a share of $0.533\,R_B$. A numerical solution for slabs of 8 and 16 mean free paths gives the same share and a slope of $0.7500\,R_B$ per mean free path.

For one valley the extrapolated value is therefore $0.533\times7.87\times10^{-10}=4.2\times10^{-10}\ \Omega\,$cm$^2$ per contact. It lies below $\rho_B$ without breaking the transmission bound, because the two numbers refer to different voltage drops. A measured value should be compared with the number that matches its own definition.

\subsection*{Temperature and the fading cube root}

At nonzero temperature the mass returns. For a parabolic valley whose axes lie along $x,y,z$, the smallest energy at given $\mathbf k_\parallel$ is $\hbar^2(k_x^2/m_x+k_y^2/m_y)/2$. The ellipse below energy $E$ has area $2\pi\sqrt{m_xm_y}\,E/\hbar^2$. Hence $d^2k_\parallel$ can be replaced by $2\pi m_\parallel dE/\hbar^2$, with $m_\parallel=\sqrt{m_xm_y}$, and each valley adds
\begin{equation}
M_1=\frac{m_\parallel}{2\pi\hbar^2}\int_0^\infty f(E)\,dE
=\frac{m_\parallel kT}{2\pi\hbar^2}\ln\!\left(1+e^{\mu/kT}\right)
\label{eq:thermal}
\end{equation}
to the modes per area. The chemical potential $\mu$, measured from the valley bottom, is fixed by
\begin{equation}
n=\frac{g}{2\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}\int_0^\infty\sqrt E\,f(E)\,dE,
\end{equation}
where $m_d=(m_xm_ym_z)^{1/3}$.

Take $m_d=0.321\,m_0$, where $m_0$ is the free-electron mass; the value is explained in the next section. With one isotropic valley the Fermi energy at zero temperature is 0.244 eV, more than nine times $kT=25.9$ meV at 300 K. With six it is only 0.074 eV, less than three times $kT$. In the six-valley case $\mu$ falls to 0.0652 eV, and
\begin{equation}
kT\ln(1+e^{\mu/kT})=25.85\,\ln(1+e^{2.52})\ \text{meV}\approx67\ \text{meV}.
\end{equation}
This replaces the 74 meV of zero temperature, so the resistivity rises by about 10 per cent, to $4.77\times10^{-10}\ \Omega\,$cm$^2$. For one valley the rise is about 1 per cent, to $7.94\times10^{-10}\ \Omega\,$cm$^2$. The effective valley exponent between one and six is then $-0.285$ instead of $-1/3$, with the density and the mass of each valley held fixed.

The opposite limit shows where the scaling ends. In a dilute gas $f\approx e^{(\mu-E)/kT}$, and the integrals give, for isotropic valleys of mass $m$,
\begin{align}
n&=2g\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}e^{\mu/kT},\\
M&=g\,\frac{mkT}{2\pi\hbar^2}\,e^{\mu/kT}
=\frac n2\left(\frac{2\pi\hbar^2}{mkT}\right)^{1/2}.
\end{align}
The valley number has cancelled. Multiplying $M$ by $2q^2/h$ gives
\begin{equation}
\rho_B=\frac{\sqrt{2\pi mkT}}{q^2n}\qquad\text{(nondegenerate)}.
\end{equation}
Extra valleys no longer help because the electrons already have a thermal velocity distribution that does not depend on how many valleys they occupy. At $10^{15}$ cm$^{-3}$ and 300 K, the computed conductances for six valleys and one valley agree to better than 0.01 per cent. The inverse cube root is therefore a law for degenerate electrons.

\subsection*{Six ellipsoidal valleys}

Heavily doped n-type silicon is a useful case because it has six equivalent valleys, each an elongated ellipsoid. Rough masses are $m_l=0.92\,m_0$ along the axis and $m_t=0.19\,m_0$ across it; they give the mean mass $m_d=(m_lm_t^2)^{1/3}=0.321\,m_0$ used above. Let the current flow along a cubic axis. Two valleys then point along the current and four lie across it.

Let $k_t$ and $k_l$ be the short and long semiaxes of the Fermi surface, with $r=k_l/k_t=\sqrt{m_l/m_t}=2.20$. An ellipsoid holds as many electrons as a sphere of radius $k_s$ if $k_t^2k_l=k_s^3$. This gives
\begin{equation}
k_t=k_s\,r^{-1/3},\qquad k_l=k_s\,r^{2/3}.
\end{equation}
A valley along the current casts a circular shadow $\pi k_t^2=\pi k_s^2r^{-2/3}$. A valley across it casts an ellipse $\pi k_tk_l=\pi k_s^2r^{1/3}$. Relative to six spheres, the conductance changes by
\begin{equation}
\frac{2r^{-2/3}+4r^{1/3}}{6}=\frac{2(0.591)+4(1.301)}{6}=1.064.
\end{equation}
The zero-temperature floor falls from $4.33$ to $4.07\times10^{-10}\ \Omega\,$cm$^2$. The same factor holds at nonzero temperature in this parabolic model, because the ratios $m_\parallel/m_d$ are also $r^{-2/3}$ and $r^{1/3}$. At 300 K the floor is $4.48\times10^{-10}\ \Omega\,$cm$^2$. Anisotropy thus lowers the six-valley estimate by about 6 per cent, while temperature raises it by about 10 per cent.

\subsection*{The cost of a barrier}

A depletion barrier changes the answer far more. Let its top lie at $\phi$ above the Fermi level, and therefore at $U_0=\phi+\mu$ above the band edge deep in the semiconductor. If all donors within a width $W$ are ionized and free electrons there are ignored, Poisson's equation gives
\begin{equation}
U(z)=U_0\left(1-\frac zW\right)^2,\qquad
W=\sqrt{\frac{2\varepsilon U_0}{q^2n}},
\end{equation}
with $z$ measured from the metal and the donor density set equal to $n$.

An electron with energy $E_z$ in its motion along $z$ tunnels with the approximate WKB probability $T=e^{-S}$. Put $u=1-z/W$ and $e=E_z/U_0$. Then
\begin{align}
S&=\frac2\hbar\int\sqrt{2m_z(U-E_z)}\,dz
=\frac{2W\sqrt{2m_zU_0}}{\hbar}\int_{\sqrt e}^{1}\sqrt{u^2-e}\,du\nonumber\\
&=\frac{W\sqrt{2m_zU_0}}{\hbar}\left[\sqrt{1-e}-e\ln\frac{1+\sqrt{1-e}}{\sqrt e}\right].
\end{align}
The last step uses the antiderivative $\frac12[u\sqrt{u^2-e}-e\ln(u+\sqrt{u^2-e})]$. Above the barrier $T$ is set to one. The total energy is $E=E_\parallel+E_z$, where $E_\parallel$ belongs to the in-plane motion. Since $T$ depends only on $E_z$, the in-plane energy can be integrated first, at fixed $E_z$:
\begin{equation}
\int_0^\infty dE_\parallel\left(-\frac{\partial f}{\partial E}\right)=f(E_z).
\end{equation}
Each valley therefore adds
\begin{equation}
M_1=\frac{m_\parallel}{2\pi\hbar^2}\int_0^\infty T(E_z)\,f(E_z)\,dE_z,
\end{equation}
which returns to equation \eqref{eq:thermal} when $T=1$.

For $\phi=0.5$ eV and relative permittivity 11.7, $W=2.70$ nm. An electron with $E_z=\mu$ in a valley of light mass along the current has $e=0.0652/0.5652=0.115$. The square bracket is 0.740, the factor before it is 4.54, and $S\approx3.36$, so $T\approx0.035$. A direct solution of the wave equation for this barrier, with the same mass in a metal whose band bottom lies 5 eV below the Fermi level, gives 0.046. The WKB result is thus good for the order of magnitude here, not for fine digits.

Integrating over all energies and both valley orientations at 300 K gives about $2\times10^{-9}\ \Omega\,$cm$^2$ for a barrier of 0.2 eV and $2\times10^{-8}\ \Omega\,$cm$^2$ for 0.5 eV. These are about 4 and 40 times the transparent value at the same density and temperature. They are WKB estimates: reflection from the velocity mismatch with a simple metal can change them by about a factor of two.

\subsection*{What this says about a real contact}

The model's density and 20 nm contact size are in the regime of silicon source and drain contacts. The single isotropic valley is a reference case, not a description of silicon; the six-valley value is the relevant one there. Good contacts to heavily doped silicon reach roughly $10^{-9}\ \Omega\,$cm$^2$, often with active densities above $10^{20}$ cm$^{-3}$, for which the floor is lower still. If such a value was found by extrapolating to zero length, the ideal value to compare it with is the end term described above, roughly half the floor. A contact with a remaining barrier does not meet the assumption of full transmission. In the present model, barriers of 0.2 to 0.5 eV raise the resistivity by factors of about 4 to 40.

The barrier estimate omits image-force lowering, the tail of free electrons in the depletion layer, the departure from a parabolic band inside the gap and the random positions of dopants. The first is not small at these fields. If $\phi$ is the height before lowering, a classical image force with the same permittivity reduces 0.5 eV to about 0.28 eV and roughly halves the WKB resistivity. It almost removes a barrier of 0.2 eV, and the factor of 4 falls to about 1.6. These image-force numbers are rough, because the lowered top lies only 0.3 to 0.4 nm from the metal, where a classical image force is doubtful. The free-electron tail acts the other way. With the local Fermi-Dirac density in Poisson's equation and no image force, it raises the WKB resistivity by roughly 30 per cent at 0.2 eV and 40 per cent at 0.5 eV. The parabolic mass is doubtful deep in the gap. A simple two-band form with a gap of 1.12 eV, taken without the other corrections, lowers the WKB resistivity by less than 10 per cent at 0.2 eV but by roughly a third at 0.5 eV. That gap is indirect, and the decaying states of these valleys need not follow it; with a gap of 3.3 eV in the same form, the reduction at 0.5 eV is only about 13 per cent. The random positions of dopants matter too: their mean spacing, $n^{-1/3}\approx2.2$ nm, is comparable with $W$, so the smooth parabola is only an average and the local barrier varies across the contact. The floor itself omits any mismatch between the in-plane wavevectors of the valleys and those available in a particular metal. Such a mismatch lowers the transmission and so raises the reservoir-to-reservoir resistance above $\rho_B$. The floor also omits reflection caused by the jump in normal velocity between the two materials. Suppose that the in-plane offset of the valleys is ignored and the band bottom of a simple metal lies 5 eV below the Fermi level. Even without a barrier, an abrupt contact would then have roughly 2 to 4 times the six-valley floor at 300 K, for metal masses from $m_0$ down to $0.19\,m_0$. Including the offset can change this factor strongly, because a light-mass metal may have no states at the in-plane wavevectors of some valleys.

For an engineer, the order of measures follows from these sizes. While a barrier near 0.5 eV remains, removing it or thinning it by doubling the doping (a factor of 4 to 6 in the WKB estimate) offers much more than a change from one isotropic valley to six of the same mass (a factor of about 1.6). A lighter tunnelling mass is a separate gain: the six silicon ellipsoids lie about a factor of 4 below the single isotropic valley at this barrier. Near 0.2 eV, doubling the doping and the change of valley number alone each bring a factor of slightly more than 2 in this model. Once the plane is nearly transparent, the floor governs what remains. At fixed density, sharing the electrons among $g$ equal isotropic valleys then lowers it by a factor of at most $g^{1/3}$, and by less when the electrons are not fully degenerate. The numerical output following this text lists most of the values to more digits.

\section*{Computed results}
\begin{verbatim}
Electron density: 1.00e+20 cm^-3
Conductance quantum 2q^2/h: 77.481 uS
Fermi wavenumber, 1 valley: 1.4360 nm^-1
Fermi wavenumber, 6 valleys: 0.7902 nm^-1
Modes per area, 1 valley: 0.1641 nm^-2
Modes per area, 6 valleys: 0.2982 nm^-2
Floor, 1 valley(s): 7.866e-10 ohm cm2; box count: 7.869e-10 ohm cm2
Floor, 2 valley(s): 6.243e-10 ohm cm2; box count: 6.242e-10 ohm cm2
Floor, 3 valley(s): 5.454e-10 ohm cm2; box count: 5.431e-10 ohm cm2
Floor, 6 valley(s): 4.329e-10 ohm cm2; box count: 4.324e-10 ohm cm2
Counted valley exponent: -0.3342 (no unit)
Counted density exponent: -0.6657 (no unit)
Contact side: 20.0 nm
Modes in contact, 1 valley: 65.6 (no unit)
Contact resistance, 1 valley(s): 196.6 ohm
Contact resistance, 6 valley(s): 108.2 ohm
Slab slope per mean free path: 0.7500 R_B
Milne length: 0.7104 mean free paths
End resistance per contact: 0.5328 R_B
End resistivity, 1 valley: 4.191e-10 ohm cm2
Rough masses, long and transverse: 0.92, 0.19 m0
Density-of-states mass per valley: 0.3214 m0
Temperature: 300 K; kT: 25.85 meV
Fermi energy at 0 K, 1 valley: 0.2444 eV
Fermi energy at 0 K, 6 valleys: 0.0740 eV
Chemical potential at 300 K, 1 valley: 0.2421 eV
Chemical potential at 300 K, 6 valleys: 0.0652 eV
Floor at 300 K, 1 isotropic valley: 7.940e-10 ohm cm2
Floor at 300 K, 6 isotropic valleys: 4.767e-10 ohm cm2
Valley exponent at 300 K, 1 to 6: -0.2847 (no unit)
Dilute conductance ratio, 6 to 1 valleys: 1.00003 (no unit)
Ellipsoid axis ratio k_l/k_t: 2.2005 (no unit)
Ellipsoid conductance factor: 1.0642 (no unit)
Floor at 0 K, 6 ellipsoids: 4.068e-10 ohm cm2
Floor at 300 K, 6 ellipsoids: 4.480e-10 ohm cm2
Relative permittivity: 11.7 (no unit)
Barrier 0.2 eV: width 1.85 nm; resistivity 1.96e-09 ohm cm2; ratio to floor 4.4
Barrier 0.5 eV: width 2.70 nm; resistivity 1.84e-08 ohm cm2; ratio to floor 41.2
WKB transmission, 0.5 eV, light mass: 0.0349 (no unit)
Metal band depth in wave check: 5.0 eV
Wave transmission, same barrier: 0.0460 (no unit)
\end{verbatim}
